# Complementarity solver for elastic pad contact with FFT displacement evaluation

A perfectly smooth elastic pad is pressed onto a wafer. A raised block occupies about a quarter of the periodic wafer cell and carries 80% of the load. Yet the pad has not lifted off the low ground: it touches 55% of that as well. The block is only 0.15 µm high in a cell 1000 µm wide, and the mean pressure is 20 kPa. Neither the contact region nor the pressure in it can be prescribed in advance. Both follow from a complementarity problem, which this note derives and solves.

## Conventions and the contact problem

The wafer is rigid, with height $h(x,y)$ measured toward the pad and periodic in an $L\times L$ cell. The pad is a linear elastic, isotropic, frictionless half-space. Slopes are small, so boundary conditions are applied on a flat surface. Adhesion and fluid pressure are left out.

Let $p$ be the contact pressure, $u$ the pad surface displacement into the pad, and $c$ the level of the pad surface before this displacement. The gap is
$$g=c+u-h .$$
The mean pressure $P>0$ is prescribed, while $c$ is unknown. At every grid point,
$$p\ge0,\qquad g\ge0,\qquad pg=0,\qquad \langle p\rangle=P,$$
where $\langle\cdot\rangle$ is the average over the $N$ points. The product condition says that pressure vanishes across an open gap and the gap vanishes under pressure.

## Pad response to one wave

Let $z$ point into the pad, and load its surface with $p_k\cos kx$, $k>0$. With shear modulus $\mu$, Poisson ratio $\nu$ and $A=p_k/(2\mu k)$, consider
$$u_z=A[2(1-\nu)+kz]e^{-kz}\cos kx,$$
$$u_x=-A[1-2\nu-kz]e^{-kz}\sin kx .$$
Its divergence is
$$D=\partial_xu_x+\partial_zu_z=-Ak[(1-2\nu-kz)+(1-2\nu+kz)]e^{-kz}\cos kx$$
$$=-2Ak(1-2\nu)e^{-kz}\cos kx .$$
For $f=(a+bkz)e^{-kz}$, two derivatives give $f''-k^2f=-2bk^2e^{-kz}$. Hence
$$\nabla^2u_z=-2Ak^2e^{-kz}\cos kx,\qquad \nabla^2u_x=-2Ak^2e^{-kz}\sin kx .$$
The derivatives $\partial_zD$ and $\partial_xD$ are $2Ak^2(1-2\nu)e^{-kz}$ times $\cos kx$ and $\sin kx$. Both components of the equilibrium equation $(1-2\nu)\nabla^2\mathbf u+\nabla D=0$ therefore hold.

At $z=0$, $\partial_zu_x=2Ak(1-\nu)\sin kx$ cancels $\partial_xu_z$, so the shear stress is zero. The normal stress is
$$\sigma_{zz}=\frac{2\mu\nu}{1-2\nu}D+2\mu\,\partial_zu_z
=-2\mu Ak[2\nu+1-2\nu]\cos kx=-p_k\cos kx,$$
as required. With $E^*=E/(1-\nu^2)=2\mu/(1-\nu)$, the surface displacement is
$$u_z(0)=\frac{(1-\nu)p_k}{\mu k}\cos kx=\frac{2p_k}{E^*k}\cos kx .$$
By isotropy and superposition, every nonzero wavevector obeys
$$\hat u(\mathbf k)=\frac{2}{E^*|\mathbf k|}\hat p(\mathbf k).$$
The uniform mode moves the whole surface and is absorbed in $c$, so its symbol is set to zero.

A pad of finite thickness $d$ may replace the half-space if the field has decayed at its backing. For the longest wave, $k=2\pi/L$, the vertical displacement there is $[1+kd/(2-2\nu)]e^{-kd}$ times its surface value, which must be small. Otherwise the symbol must be that of a layer.

## Discrete operator and cost

On an $n\times n$ grid, $N=n^2$, define $Kp$ by a discrete Fourier transform, multiplication by the symbol, and the inverse transform. The symbol is real and even, so $K$ is real and symmetric. Constants are its null space. On zero-mean fields its eigenvalues lie between
$$m=\frac{2}{E^*k_{\max}},\qquad M=\frac{2}{E^*k_{\min}} .$$
For even $n$, $k_{\max}=\sqrt2\,\pi n/L$ and $k_{\min}=2\pi/L$, so
$$\kappa=\frac Mm=\frac{n}{\sqrt2}.$$

For $n$ a power of two, a radix-2 transform combines the transforms $E_q$ and $O_q$ of the even and odd samples into $E_q\pm e^{-2\pi iq/n}O_q$. This takes $n/2$ multiplications, so $T(n)=2T(n/2)+n/2$ with $T(1)=0$, and $T(n)=(n/2)\log_2n$. A two-dimensional transform uses $2n$ of these: $n^2\log_2n=(N/2)\log_2N$. Two transforms and the symbol product cost
$$N(\log_2N+1)$$
complex multiplications, against $N^2$ real ones for a direct sum. At $N=16384$ that is $2.5\times10^5$ against $2.7\times10^8$.

This is the cost of one displacement evaluation from a given pressure. Finding the pressure takes many evaluations.

## From contact to minimization

Let $\langle a,b\rangle$ be the grid average of $ab$, and $\|a\|^2=\langle a,a\rangle$. Call $p$ feasible if $p\ge0$ and $\langle p\rangle=P$. Minimize over feasible pressures
$$J(p)=\tfrac12\langle p,Kp\rangle-\langle p,h\rangle,\qquad w=Kp-h,$$
where $w$ is the gradient. For feasible $p^*$ and $q$,
$$J(q)-J(p^*)=\langle w^*,q-p^*\rangle+\tfrac12\langle q-p^*,K(q-p^*)\rangle .$$
The last term is nonnegative and of second order along the segment from $p^*$ to $q$. Thus $p^*$ is a minimizer if and only if $\langle w^*,q-p^*\rangle\ge0$ for every feasible $q$.

The smallest value of $\langle w^*,q\rangle$ is $P\min w^*$, reached by putting all load at a minimum of $w^*$. The condition becomes
$$\langle p^*,w^*-\min w^*\rangle=0 .$$
Every term in this average is nonnegative, so each vanishes. With $c=-\min w^*$ these are the contact conditions. Conversely, $P>0$ forces pressure somewhere, hence $g=0$ there and $c=-\min w^*$, which recovers the minimum condition.

A minimizer exists because the feasible set is closed and bounded. It is unique because the difference of two feasible pressures has zero mean, so the quadratic term is at least $\tfrac12m\|q-p^*\|^2$.

A test on a 12-point random surface enumerated all 4095 nonempty contact sets. One was admissible, with 8 points touching, and it agreed with the iterative solution to $5\times10^{-13}$ in units where $P=1.5$.

## Projection onto admissible pressures

The projection $\Pi q$ is the feasible pressure nearest to $q$. Minimizing $\tfrac12\|p-q\|^2$ replaces the gradient above by $p-q$. By the same argument, $p-q$ equals its minimum, called $-\tau$, wherever $p>0$. Where $p=0$, $-q\ge-\tau$. Therefore
$$\Pi q=\max(q-\tau,0),$$
with $\tau$ fixed by the load.

To find $\tau$, sort $q_{(1)}\ge q_{(2)}\ge\dots$ and form
$$\tau_i=\frac1i\left(\sum_{l\le i}q_{(l)}-NP\right).$$
The inequality $q_{(i)}>\tau_i$ is equivalent to
$$\sum_{l\le i}(q_{(l)}-q_{(i)})<NP .$$
The left side is the summed pressure that a shift $\tau=q_{(i)}$ would leave. It falls short of $NP$ precisely when $q_{(i)}$ exceeds the correct $\tau$. The number $r$ of indices satisfying the inequality is thus the number of loaded points, and $\tau=\tau_r$. Sorting costs $O(N\log N)$.

The projection does not increase distances. Let $a_i=\Pi q_i$ for two fields $q_1,q_2$. The minimum condition gives
$$\langle q_1-a_1,a_2-a_1\rangle\le0,\qquad \langle q_2-a_2,a_1-a_2\rangle\le0 .$$
Adding them yields
$$\|a_1-a_2\|^2\le\langle q_1-q_2,a_1-a_2\rangle\le\|q_1-q_2\|\,\|a_1-a_2\|,$$
so $\|a_1-a_2\|\le\|q_1-q_2\|$.

## Iteration and guaranteed convergence

Take
$$p_{i+1}=\Pi[p_i-s(Kp_i-h)],\qquad s=\frac{2}{m+M}.$$
The solution is a fixed point: $\langle -sw^*,q-p^*\rangle\le0$ is the condition for $p^*$ to be the projection of $p^*-sw^*$. Let $e_i=p_i-p^*$, which has zero mean for a feasible iterate. Since the projection is nonexpansive,
$$\|e_{i+1}\|\le\|(I-sK)e_i\|\le\rho\|e_i\| .$$
The factors $1-s\lambda$, with $m\le\lambda\le M$, have their largest magnitude at the two ends, where
$$\rho=\frac{M-m}{M+m}=\frac{\kappa-1}{\kappa+1}.$$
The short waves have small compliance and set the lower end. Refining the grid adds such waves and moves $\rho$ toward one.

Because $-\ln\rho=2\,\mathrm{artanh}(1/\kappa)\ge2/\kappa$, a reduction of the error by a factor $\epsilon$ needs at most $\lceil(\kappa/2)\ln(1/\epsilon)\rceil$ steps. With $\kappa=\sqrt{N/2}$, the guaranteed cost at fixed $\epsilon$ is $O(N^{3/2}\log N)$.

On the 12-point surface the bound was $\rho=0.382$ and the worst observed factor 0.362.

## An error certificate

For any feasible $p$, choose $c=-\min w$, so that $g=w-\min w$, and compute
$$R=\langle p,g\rangle=\langle w,p\rangle-P\min w .$$
With $e=p-p^*$ and $Ke=w-w^*$,
$$\langle e,Ke\rangle=\langle w,p-p^*\rangle-\langle w^*,p-p^*\rangle
\le\langle w,p-p^*\rangle\le R .$$
The first inequality is the minimum condition at $p^*$; the second uses $\langle w,p^*\rangle\ge P\min w$. Since $\langle e,Ke\rangle\ge m\|e\|^2$,
$$\|p-p^*\|\le\sqrt{R/m}.$$
This bounds the rms error relative to the discrete solution, whatever method produced $p$. It does not bound discretization or model error.

## Pseudocode

```
input h, P > 0, symbol, relative tolerance eps
m, M = smallest and largest positive symbol values
s = 2 / (m + M)
p = P at every point
repeat up to an iteration limit:
    w = inverse_FFT(symbol * FFT(p)) - h
    g = w - min(w)
    R = mean(p * g)
    if R <= m * (eps * P)^2: return p, g, R
    q = p - s * w
    sort q downward; find r and tau from the load
    p = max(q - tau, 0)
report failure
```

Adding a constant to $h$ changes $q$ and $\tau$ equally and leaves $p$ unchanged.

## An analytic partial contact

For $h=\Delta\cos(2\pi x/L)$ put $\zeta=\pi x/L$ and $p_1=\pi E^*\Delta/L$. An even pressure $p=P+\sum_jp_j\cos k_jx$ has
$$u'=-\frac2{E^*}\sum_jp_j\sin k_jx .$$
Define $F=P+\sum_jp_je^{ik_jx}$. On the real axis $\mathrm{Re}\,F=p$ and $\mathrm{Im}\,F=-E^*u'/2$. Above the axis $F$ is analytic and tends to $P$. In contact $u'=h'$, so $\mathrm{Im}\,F=p_1\sin2\zeta$; outside, $\mathrm{Re}\,F=0$. These conditions are met by
$$F=2p_1\cos\zeta\left[\sqrt{\sin^2\alpha-\sin^2\zeta}+i\sin\zeta\right],$$
with the root positive in the contact $|\zeta|<\alpha$ and continued through the upper half-plane. Far up, the root approaches $-i\sin\zeta$, so it changes sign under $\zeta\to\zeta+\pi$, as do the sine and cosine, and $F$ has period $L$. At $\zeta=i\eta$,
$$F=2p_1\cosh\eta\left[\sqrt{\sin^2\alpha+\sinh^2\eta}-\sinh\eta\right]$$
$$=\frac{2p_1\cosh\eta\,\sin^2\alpha}{\sqrt{\sin^2\alpha+\sinh^2\eta}+\sinh\eta}\to p_1\sin^2\alpha .$$
Thus $P=p_1\sin^2\alpha$, the contact fraction is $2\alpha/\pi$, and in contact
$$p=2p_1\cos\zeta\sqrt{\sin^2\alpha-\sin^2\zeta}.$$
Passing above $\zeta=\alpha$ turns the root into $-i\sqrt{\sin^2\zeta-\sin^2\alpha}$. For $\alpha<\zeta<\pi/2$ this gives
$$g'=u'-h'=\frac{4p_1}{E^*}\cos\zeta\sqrt{\sin^2\zeta-\sin^2\alpha}>0,$$
so the gap opens away from the contact, and by symmetry on the other side too.

At light load $\alpha\simeq\sqrt{P/p_1}$. At $P=p_1$ contact becomes complete and $p=p_1(1+\cos2\zeta)$. Above that load, $p=P+p_1\cos2\zeta$.

At $P/p_1=0.30$ the analytic contact fraction is 0.369. Grids of 64 and 1024 points give 0.391 and 0.370, with rms pressure errors of 1.2% and 0.16% of $P$. Sixteenfold refinement reduces the error about sevenfold here. The factor varies with load, because it depends on where the contact edge falls between grid points, so it is not an order of convergence.

## Reading the block example

The model parameters are $L=1000$ µm, $E^*=100$ MPa, $P=20$ kPa, and a block 500 µm wide and $H=0.15$ µm high. Its edges follow hyperbolic tangents of length 30 µm. The pressure scale for bending the pad by this height over the cell is
$$\tfrac12E^*k_{\min}H=\tfrac12(100\ \mathrm{MPa})\frac{2\pi}{1000}(0.15)\simeq47\ \mathrm{kPa}.$$
The applied pressure is comparable but smaller. The pad can reach part of the low ground, at the price of a strongly uneven pressure.

Call the region above half height the top; grid points exactly at half height count as low ground. On the $128\times128$ grid used here all points of the top touch, but a finer grid also finds open gaps close to the half-height line. The mean pressure on the top is
$$\frac{0.8025}{0.2415}\times20\ \mathrm{kPa}\simeq66\ \mathrm{kPa},$$
against 5.2 kPa in the low field. Neither region is uniform: the block centre has 43 kPa, the peak is about 128 kPa, and the cell corner, farthest from the block, has 13 kPa. The largest gap is 32 nm.

Preston's law makes the removal rate proportional to pressure at fixed sliding speed. For a blanket rate of 200 nm/min, the mean rates are
$$200\times\frac{66.45}{20}\simeq660\ \mathrm{nm/min},\qquad
200\times\frac{5.21}{20}\simeq52\ \mathrm{nm/min}.$$
These are instantaneous. Their difference, about 610 nm/min, would consume 150 nm in roughly 15 s if it lasted. It falls as the block wears, so a polishing simulation must update the pressure as the surface changes.

These pressures and rates are for a smooth pad, not predictions for a real one. Polishing pads typically have asperities micrometres high, far more than the block height here. Suppose the pressure they carry falls with the gap as $e^{-g/\lambda}$, with $\lambda=1$ µm. A gap difference of 0.15 µm then changes the pressure only by a factor $e^{0.15}\simeq1.16$, whereas the two mean pressures above differ by a factor of about 13. Roughness can thus remove most of the contrast found here.

On the $128\times128$ grid, $\kappa=90.5$ and $\rho=0.978$. The uniform starting pressure has an rms error of $1.43P$, and 538 steps guarantee $10^{-5}P$. The solver used 745 evaluations because it stops on the certificate, not on the unknown error. Subtracting $\langle w^*,p^*\rangle-P\min w^*=0$ from $R$ gives
$$R=\langle w^*,e\rangle+\langle Ke,p\rangle+P(\min w^*-\min w),$$
whose terms can be of first order in $e$, whereas $m\|e\|^2$ is of second order. The certificate can therefore lag behind the error. At the stop,
$$\sqrt{\frac{1.38\times10^{-15}}{0.03517}}\ \mathrm{MPa}\simeq2.0\times10^{-7}\ \mathrm{MPa}\simeq10^{-5}P .$$
The pressure changes by $0.033P$ rms between the $64\times64$ and $128\times128$ grids, at their common points. Discretization, not iteration, limits this result.

## Stability and failure modes

**Clipping full contact.** Imposing $g=0$ everywhere gives $p=P+K^{-1}(h-\langle h\rangle)$, with the inverse taken on zero-mean fields. If this is nonnegative, it is the solution. Here its minimum is $-45$ kPa. Extra load adds uniformly, so full contact on this grid requires about $20+45=65$ kPa. Setting the tensile values to zero and rescaling restores the load but not complementarity: the rms error is $0.29P$. The residual, $2.3\times10^{-4}$ MPa µm, exposes the fault.

**Step size.** The contraction proof needs $0<s<2/M$. Beyond that limit the longest wave is amplified by the unprojected step. The limit depends on cell size and modulus, not on grid spacing.

**Too small a tolerance.** The threshold for $R$ falls as $\epsilon^2$. If rounding leaves an error $\delta$ in $w$, $R$ cannot be trusted below about $P\delta$, so $\epsilon$ should stay above roughly $\sqrt{\delta/(mP)}$. For $\delta\sim10^{-16}$ µm this is a few times $10^{-7}$ here. The iteration limit prevents an endless loop.

**Unresolved geometry.** Contact is enforced at grid points; nothing prevents overlap between them. Edges must span several grid spacings and have small slopes. Here the steepest slope of a straight edge is $H/(2\times30\ \mu\mathrm m)=0.0025$.

**A different pad.** For a linear layer with a real, even symbol that is positive at nonzero $\mathbf k$, the same proofs hold with new $m$ and $M$. Friction, viscoelastic memory, pad roughness and slurry pressure alter the pad response, the contact conditions or the load balance, and need a different model.

The numerical output below lists the values used here.

## Numbers as computed

```
Counted multiplications, 256 points: 2304
Direct multiplications, 256 points: 65536
Contact sets enumerated: 4095
Admissible contact sets: 1
Touching points in that set: 8 of 12
Largest solver-enumeration difference: 5.3e-13 (P = 1.5)
Small grid contraction bound: 0.3820
Small grid worst observed contraction: 0.3622
Sinusoid load ratio P/p1: 0.30
Sinusoid analytic contact fraction: 0.3690
Sinusoid n=64: contact fraction 0.3906, rms error/P 0.01157
Sinusoid n=1024: contact fraction 0.3701, rms error/P 0.00160
Cell length: 1000 um
Pad plane-strain modulus: 100 MPa
Mean pressure: 20.0 kPa
Block height: 0.15 um
Block width: 500 um
Edge smoothing length: 30 um
Blanket removal rate: 200 nm/min
Grid points N: 16384
FFT multiplications per evaluation: 245760
Direct multiplications per evaluation: 268435456
Smallest compliance eigenvalue m: 0.03517 um/MPa
Largest compliance eigenvalue M: 3.1831 um/MPa
Condition number: 90.51
Contraction bound per step: 0.97814
Initial rms error/P: 1.432
Steps guaranteeing rms error/P of 1e-5: 538
Grid 64: evaluations 390, contact fraction 0.6602, peak 126.96 kPa
Grid 128: evaluations 745, contact fraction 0.6589, peak 127.56 kPa
Residual R: 1.38e-15 MPa um
Certified rms error/P: 9.9e-06
Rms change between grids/P: 0.0330
Block-top area fraction: 0.2415
Block-top load share: 0.8025
Contact fraction within block top: 1.0000
Contact fraction within low field: 0.5503
Mean block-top pressure: 66.45 kPa
Mean low-field pressure: 5.21 kPa
Block-centre pressure: 43.24 kPa
Cell-corner pressure: 13.26 kPa
Largest gap: 32.10 nm
Mean block-top removal rate: 664.5 nm/min
Mean low-field removal rate: 52.1 nm/min
Full-contact minimum pressure: -44.52 kPa
Clipped shortcut rms error/P: 0.294
Clipped shortcut residual R: 2.27e-04 MPa um
```
